# Why the character projector does not give partner functions in ammonia

**Question**

I am building symmetry-adapted orbitals for ammonia ($C_{3v}$) in a minimal basis, where the species $E$ occurs twice. I applied the character projector

$$P=\frac{2}{6}\sum_g\chi_E(g)\,R(g)$$

to $p_x$, to the hydrogen function $h_2$, to $p_y$ and to $h_3$, and orthonormalised the results in that order. I took the first two functions as "row 1" of $E$ and the last two as "row 2". The Fock matrix should then have no elements between the rows, but it has large ones. Does the projector not produce functions that transform as partners? If not, what does?

**Answer**

It does not. The character projector removes everything that is not of species $E$. It does not separate the two rows, and it does not tell you which function in one copy of $E$ belongs with which function in the other row. For that you need operators built from the representation matrices, not from their traces.

**Fixing what "row" means**

Put the threefold axis along $z$ and $H_1$ in the $xz$ plane at $x>0$, with $H_2$ and $H_3$ at azimuths $120^\circ$ and $240^\circ$. Let $(R(g)f)(\mathbf r)=f(g^{-1}\mathbf r)$. For $E$, take $D(g)$ to be the $xy$ block of the Cartesian matrix of $g$. Two functions $f_1,f_2$ are partners for these matrices if

$$R(g)f_j=\sum_k D_{kj}(g)f_k .$$

Thus $p_x,p_y$ are partners in rows 1 and 2. Call $\sigma_n$ the mirror containing $H_n$, and let $c=\sqrt3/2$. The matrix elements and the motion of the hydrogen functions are:

| $g$ | $D_{11}$ | $D_{21}$ | $D_{22}$ | $h_1,h_2,h_3$ go to |
|---|---|---|---|---|
| identity | $1$ | $0$ | $1$ | $h_1,h_2,h_3$ |
| $C_3$ | $-\frac12$ | $c$ | $-\frac12$ | $h_2,h_3,h_1$ |
| $C_3^2$ | $-\frac12$ | $-c$ | $-\frac12$ | $h_3,h_1,h_2$ |
| $\sigma_1$ | $1$ | $0$ | $-1$ | $h_1,h_3,h_2$ |
| $\sigma_2$ | $-\frac12$ | $-c$ | $\frac12$ | $h_3,h_2,h_1$ |
| $\sigma_3$ | $-\frac12$ | $c$ | $\frac12$ | $h_2,h_1,h_3$ |

**The operators that do the job**

Define

$$P_{ij}=\frac13\sum_g D_{ij}(g)R(g).$$

The matrices are real and orthogonal, so no complex conjugation is needed. Multiply by $R(h)$ and rename $hg=g'$. Since $D(h^{-1})=D(h)^T$,

$$D_{ij}(h^{-1}g')=\sum_k D_{ik}(h^{-1})D_{kj}(g')=\sum_k D_{ki}(h)D_{kj}(g'),$$

and therefore

$$R(h)P_{ij}=\sum_k D_{ki}(h)P_{kj}. \tag{1}$$

With $j=1$, this says that $u_1=P_{11}v$ and $u_2=P_{21}v$ are partners for any seed $v$ with $P_{11}v\ne0$.

Next use (1) in a product, together with the orthogonality relation $\frac13\sum_h D_{ij}(h)D_{mk}(h)=\delta_{im}\delta_{jk}$:

$$P_{ij}P_{kl}=\sum_m\left[\frac13\sum_hD_{ij}(h)D_{mk}(h)\right]P_{ml}=\delta_{jk}P_{il}. \tag{2}$$

Finally, $R(g)^\dagger=R(g^{-1})$ and $D_{ij}(g^{-1})=D_{ji}(g)$ give $P_{ij}^\dagger=P_{ji}$. Hence $\langle u_1|u_2\rangle=\langle v|P_{11}P_{21}v\rangle=0$, and $\langle u_2|u_2\rangle=\langle v|P_{12}P_{21}v\rangle=\langle v|P_{11}v\rangle=\langle u_1|u_1\rangle$. The partners are orthogonal and have equal norms.

Your projector is the sum $P=P_{11}+P_{22}$, because $\chi_E=D_{11}+D_{22}$. If you rotate the axes that define the rows, $D$ becomes $T^TDT$ with the same trace, so $P$ is unchanged. An operator that is the same for every choice of rows cannot select one of them.

**Why it sometimes seems to work**

Read the table for the seed $h_1$:

$$P_{11}h_1=\tfrac13\left(h_1-\tfrac12h_2-\tfrac12h_3+h_1-\tfrac12h_3-\tfrac12h_2\right)=\tfrac13(2h_1-h_2-h_3)\equiv a,$$

$$P_{21}h_1=\tfrac13\left(ch_2-ch_3-ch_3+ch_2\right)=\tfrac1{\sqrt3}(h_2-h_3)\equiv b,$$

$$P_{22}h_1=\tfrac13\left(h_1-\tfrac12h_2-\tfrac12h_3-h_1+\tfrac12h_3+\tfrac12h_2\right)=0.$$

So $Ph_1=a$ is a row-1 function, but only because $H_1$ lies on the mirror that defines the rows. For $h_2$,

$$P_{11}h_2=\tfrac13\left(h_2-\tfrac12h_3-\tfrac12h_1+h_3-\tfrac12h_2-\tfrac12h_1\right)=-\tfrac12a,$$

$$P_{22}h_2=\tfrac13\left(h_2-\tfrac12h_3-\tfrac12h_1-h_3+\tfrac12h_2+\tfrac12h_1\right)=\tfrac12(h_2-h_3)=\tfrac{\sqrt3}2b.$$

Thus $Ph_2=-\frac12a+\frac{\sqrt3}2b$. Since $a$ and $b$ have equal norms, it is one quarter row 1 and three quarters row 2 by squared norm.

With the hydrogen functions alone, $E$ occurs once and this mixing is mild. The functions $Ph_1$ and $Ph_2$ span the same space as $a,b$. Any orthonormal basis of that space differs from the normalised $a,b$ by an orthogonal matrix $T$, so it carries the equivalent matrices $T^TDT$. It is a partner pair, but it carries the $D$ you chose only if $T=\pm1$. Orthonormalising $Ph_1$ and then $Ph_2$ happens to return the normalised $a,b$; the opposite order does not.

**What changes when $E$ is repeated**

Your $E$ space is spanned by $p_x,p_y,a,b$. Now two projected functions need not span an invariant space. Take $p_x$ and $Ph_2$: the mirror $\sigma_1$ leaves $p_x$ and $a$ alone and reverses $b$, so it sends $Ph_2$ to $-\frac12a-\frac{\sqrt3}2b$. This is not a combination of $p_x$ and $Ph_2$, so the two are not a partner pair for any choice of axes. They are not a row either. A row is not invariant under the whole group ($C_3$ sends $p_x$ to $-\frac12p_x+cp_y$), but $D(\sigma_1)$ is diagonal with $D_{11}=1$, so every function in row 1, the row of $p_x$, is left unchanged by $\sigma_1$, and $Ph_2$ is not. Orthonormalising the pair cannot repair either fault, because it does not change the span.

A single seed containing both copies shows why $P_{21}$ is needed. Let $v=p_x+h_2$. Partners obey $P_{ij}f_k=\delta_{jk}f_i$, by the same orthogonality relation, so $P_{11}p_x=p_x$, $P_{21}p_x=p_y$ and $P_{22}p_x=0$. The table also gives

$$P_{21}h_2=\tfrac13(ch_3-ch_1-ch_2+ch_1)=-\tfrac12b.$$

Therefore

$$P_{11}v=p_x-\tfrac12a,\qquad P_{21}v=p_y-\tfrac12b,\qquad P_{22}v=\tfrac{\sqrt3}2b.$$

The first two are partners. The first and third are not, although each lies in the correct row: $P_{22}v$ has lost the $p_y$ component that must accompany $p_x$. Row projectors sort functions into rows, while $P_{21}$ carries a particular row-1 function to its own partner.

The character-projected seed is $Pv=p_x-\frac12a+\frac{\sqrt3}2b$. The span of its images under the group contains every $P_{ij}Pv=P_{ij}v$, including $P_{12}v=P_{12}P_{22}v=\frac{\sqrt3}2a$. Together with the three functions above, that makes four independent functions. One projected function has generated both copies of $E$, not one pair.

**The recipe and its effect on the Fock matrix**

Choose seeds $w_1,\dots,w_m$, one for each copy, such that the functions $P_{11}w_\alpha$ are linearly independent. Use these as row 1 and $P_{21}w_\alpha$ as row 2. If $P_{11}w_\alpha=0$, as for $p_y$ or $h_2-h_3$, choose another seed.

For any operator $H$ that commutes with the group, (2) gives

$$\langle P_{i1}w_\alpha|H P_{j1}w_\beta\rangle=\langle w_\alpha|H P_{1i}P_{j1}w_\beta\rangle=\delta_{ij}\langle w_\alpha|HP_{11}w_\beta\rangle. \tag{3}$$

Different rows do not couple, and the two row blocks are identical. Setting $H=1$ gives the same result for the overlap matrix. Functions from different copies in one row may still overlap; if you orthonormalise them, use the same coefficients in both rows.

**Numbers for ammonia**

I used restricted Hartree–Fock with the STO-3G basis at a chosen geometry: the hydrogens lie on a ring of radius 1.8 bohr, 0.7 bohr below nitrogen. The Fock operator of this symmetric closed-shell solution commutes with the group. The seeds $p_x$ and $h_1$ give the row bases $(p_x,a)$ and $(p_y,b)$. In both rows, with energies in hartree,

$$F=\begin{pmatrix}-0.3078&-0.4382\\-0.4382&-0.1366\end{pmatrix},\qquad S=\begin{pmatrix}1&0.4066\\0.4066&0.5292\end{pmatrix}.$$

The condition $\det(F-\varepsilon S)=0$ reads

$$(S_{22}-S_{12}^2)\varepsilon^2+(2F_{12}S_{12}-F_{22}-F_{11}S_{22})\varepsilon+F_{11}F_{22}-F_{12}^2=0,$$

or $0.3638\,\varepsilon^2-0.0568\,\varepsilon-0.1500=0$. Its roots are $\varepsilon=-0.569$ and $0.725$ hartree, each occurring once per row. These are the $E$ orbital energies of the full calculation. They belong to this model, which has a minimal basis and no electron correlation, and they are not converged in the basis: at the same geometry the two lowest $E$ levels are $-0.614$ and $0.270$ hartree in cc-pVDZ and $-0.621$ and $0.216$ hartree in cc-pVTZ, so the occupied level shifts by about 0.05 hartree and the empty one by about 0.5 hartree. The symmetry argument does not depend on either restriction, since (3) needs only an operator that commutes with the group.

Now take your "row 1", spanned by $p_x$ and $q=Ph_2=-\frac12a+\frac{\sqrt3}2b$. Since $p_x$ does not couple to $b$,

$$F_{p_xq}=-\tfrac12F_{12}=0.2191,\qquad S_{p_xq}=-\tfrac12S_{12}=-0.2033.$$

The diagonal elements are unchanged, because $\frac14+\frac34=1$ and $a,b$ do not couple. Half of the nitrogen–hydrogen coupling has gone missing from the block. Its levels are $-0.458$ and $0.027$ hartree, so the lower one is 0.111 hartree (3.01 eV) above the correct level of the same model. Your "row 2" gives $0.130$ and $0.614$ hartree, so the degeneracy is lost as well. The largest element neglected between the two blocks is 0.557 hartree in magnitude. If you keep those elements and diagonalise the whole $4\times4$ matrix, you recover the correct levels, because your four functions do span the full $E$ space.

**A sign can spoil the pairing too**

Suppose you sort the rows correctly but write $h_3-h_2$ in place of $h_2-h_3$, so that $b$ becomes $-b$. In row 2, $F_{12}$ and $S_{12}$ both change sign. The equation for $\varepsilon$ contains only their products and squares, so the levels survive. The orbital coefficients, however, can no longer be copied from row 1.

The lower row-1 orbital has coefficients $(-0.5908,-0.7444)$. Used with $p_y$ and the correct $b$, they give $-0.569$ hartree. With $-b$, the cross terms reverse, and the energy expectation value becomes

$$\frac{-0.1074-0.0757+0.3855}{0.3491+0.2933-0.3577}=0.711\ \text{hartree}.$$

The copied combination is now antibonding. Generating row 2 with $P_{21}$ fixes this relative sign, along with the relative norm, so that one set of coefficients serves both rows.
